\section*{Dimer pairing and near first-order hydrogen desorption from Si(001)}

\section{Two arrangements of the same atoms}

The Si(001) surface carries rows of silicon dimers. Each dimer has two dangling bonds, so it can hold zero, one or two hydrogen atoms. Let $\theta$ be the number of H atoms per surface Si atom, $0<\theta<1$, and suppose that H$_2$ leaves from a dimer that holds two atoms, with one rate constant $k_d$. If $p_0,p_1,p_2$ are the fractions of dimers with 0, 1 and 2 atoms, the desorption rate is
\begin{equation}
R=-\frac{d\theta}{dt}=k_d\,p_2 .
\label{rate}
\end{equation}
No further factor is needed: one event removes two atoms, and a dimer has two Si atoms.

Two arrangements can be seen through at once. If the atoms sit at random, each site is filled with probability $\theta$, so $p_2=\theta^2$ and the kinetics are second order. If all atoms sit in pairs, $p_2=\theta$ and the kinetics are first order, although two atoms must still combine. The order thus reports how the number of full dimers grows with coverage. We define it at fixed temperature as
\begin{equation}
n=\frac{d\ln R}{d\ln\theta}.
\label{order}
\end{equation}
The real arrangement lies between these two. An energy favours pairs, entropy favours separate atoms, and hopping lets the atoms respond to both.

\section{The energy: what a pi bond contributes}

Let $E_0,E_1,E_2$ be the energies of a dimer with 0, 1 and 2 atoms. Turning two singly occupied dimers into one empty and one full dimer releases
\begin{equation}
\varepsilon=2E_1-E_0-E_2 .
\label{cycle}
\end{equation}
Both sides of this exchange contain two Si--H bonds. If these bonds have equal energies, they cancel. What remains is that the empty dimer can couple its two dangling bonds into a pi bond, while two singly occupied dimers each keep one isolated dangling bond.

A symmetric dimer with one orbital per atom shows the size of this gain. Let $t$ be the hopping amplitude between the orbitals and $U$ the repulsion of two electrons in one orbital, and count energy from two decoupled, singly filled orbitals. With electron creation operators $c^\dagger_{j\sigma}$ and the vacuum $|v\rangle$, the relevant singlets are
\begin{align}
|c\rangle&=\tfrac{1}{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{2\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{1\downarrow}\right)|v\rangle,\\
|i\rangle&=\tfrac{1}{\sqrt2}\left(c^\dagger_{1\uparrow}c^\dagger_{1\downarrow}+c^\dagger_{2\uparrow}c^\dagger_{2\downarrow}\right)|v\rangle .
\end{align}
The hopping term, with amplitude $-t$, moves one electron to the other orbital. Each of the two terms of $|c\rangle$ yields both doubly filled configurations, so hopping turns $|c\rangle$ into $-2t|i\rangle$. The Hamiltonian in this basis and its eigenvalue condition are
\begin{equation}
H=\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E(E-U)-4t^2=0 .
\end{equation}
The lower root is $E=(U-\sqrt{U^2+16t^2})/2$. It equals $-\varepsilon$, because the separated dangling bonds have energy zero:
\begin{equation}
\varepsilon=\frac{\sqrt{U^2+16t^2}-U}{2}.
\label{hub}
\end{equation}
For $U=0$ this is $2t$, the gain of two electrons in a bonding orbital. For $U\gg t$ it falls to $4t^2/U$.

With the illustrative values $t=0.35$ eV and $U=1.40$ eV, the square root is 1.98 eV and $\varepsilon=0.29$ eV, against 0.70 eV without repulsion. A pairing energy near 0.3 eV is therefore compatible with a much larger one-electron splitting. This is an estimate of scale: real dimers buckle, and their atoms relax when hydrogen binds. From here on $\varepsilon=0.30$ eV is an input.

\section{The entropy: a lattice gas of dimers}

Assume now that different dimers do not interact and that hopping keeps the atoms in equilibrium. Let $z$ be the statistical weight of one adsorbed atom, including its bond energy. Relative to separated dangling bonds, an empty dimer has energy $-\varepsilon$. A single atom can choose either of two sites. The sum of weights for one dimer is
\begin{equation}
\Xi=\frac1q+2z+z^2,\qquad q=e^{-\varepsilon/k_BT},
\label{xi}
\end{equation}
and the populations are $p_0=1/(q\Xi)$, $p_1=2z/\Xi$, $p_2=z^2/\Xi$. Eliminating $z$ gives the law of mass action
\begin{equation}
p_1^2=4q\,p_0p_2 .
\label{mass}
\end{equation}

Coverage and normalization, $\theta=p_1/2+p_2$ and $p_0+p_1+p_2=1$, give
\begin{equation}
p_2=\theta-\frac{p_1}{2},\qquad p_0=1-\theta-\frac{p_1}{2}.
\end{equation}
Their product is $\theta(1-\theta)-p_1/2+p_1^2/4$. Insertion into (\ref{mass}) yields
\begin{equation}
(1-q)p_1^2+2qp_1-4q\theta(1-\theta)=0 .
\end{equation}
The root that is not negative is
\begin{equation}
p_1=\frac{s-q}{1-q},\qquad s=\sqrt{q^2+4q(1-q)\theta(1-\theta)} .
\end{equation}
Multiplying numerator and denominator by $s+q$, and using $s^2-q^2=4q(1-q)\theta(1-\theta)$, we obtain a form that is regular at $q=1$:
\begin{equation}
p_1=\frac{4q\,\theta(1-\theta)}{s+q}.
\label{p1}
\end{equation}

\subsection{From populations to order}

It is easiest to differentiate with respect to $\ln z$. Let $N$ be the number of atoms on a dimer, with mean $\langle N\rangle=2\theta$. Since each configuration has weight proportional to $z^N$,
\begin{equation}
\frac{d\ln\Xi}{d\ln z}=\langle N\rangle,\qquad
\frac{d\langle N\rangle}{d\ln z}=\langle N^2\rangle-\langle N\rangle^2\equiv V .
\end{equation}
Hence
\begin{equation}
\frac{d\ln p_2}{d\ln z}=2-2\theta,\qquad
\frac{d\ln\theta}{d\ln z}=\frac{V}{2\theta}.
\label{logs}
\end{equation}
The rate constant is fixed at fixed temperature, so the ratio of these derivatives is the order:
\begin{equation}
n=\frac{4\theta(1-\theta)}{V}.
\label{var}
\end{equation}
This has a direct meaning. Random filling gives $V=2\theta(1-\theta)$ and $n=2$. Complete pairing doubles the variance and gives $n=1$.

For the actual variance, use $4p_2=4\theta-2p_1$:
\begin{equation}
V=p_1+4p_2-4\theta^2=4\theta(1-\theta)-p_1 .
\end{equation}
Equation (\ref{p1}) says that $p_1/[4\theta(1-\theta)]=q/(s+q)$. Therefore
\begin{equation}
n=\frac{1}{1-q/(s+q)}=1+\frac qs ,
\end{equation}
or, after dividing $s$ by $q$,
\begin{equation}
\boxed{\,n=1+\frac{1}{\sqrt{1+4(q^{-1}-1)\,\theta(1-\theta)}}\,}
\label{main}
\end{equation}

\subsection{Where the order is near one}

Without pairing energy, $q=1$ and $n=2$ at every coverage. For $q<1$ the order is smallest at half coverage, where $\theta(1-\theta)$ is largest:
\begin{equation}
n_{\min}=1+\sqrt q=1+e^{-\varepsilon/2k_BT}.
\end{equation}
The factor one half in the exponent comes from the mass action law: breaking one pair creates two singly occupied dimers, so their number varies as $\sqrt q$.

At both ends the order returns to two. For $\theta\to0$ nearly all atoms sit alone, so $p_0\simeq1$, $p_1\simeq2\theta$ and, by (\ref{mass}), $p_2\simeq\theta^2/q$. Pairing then multiplies the rate by $1/q$ but leaves the order unchanged. For $\theta\to1$ the empty sites are the dilute species. Each one spoils a separate dimer, so $p_2\simeq1-2(1-\theta)$, whose logarithmic slope at $\theta=1$ is two.

The border of the paired regime may be set at $n=3/2$. The square root in (\ref{main}) is then 2, which requires
\begin{equation}
\theta(1-\theta)=\frac{3q}{4(1-q)} .
\end{equation}
A solution exists for $q\le1/4$; with weaker pairing the order does not fall below $3/2$.

At 780 K, $k_BT=0.0672$ eV, so $\varepsilon/k_BT=4.46$ and $q=0.0115$. At half coverage $p_1=0.097$ and $p_0=p_2=0.45$, whereas random filling would give $p_1=0.50$ and $p_0=p_2=0.25$. The order is $1+\sqrt{0.0115}=1.11$. It is 1.18 at $\theta=0.1$, 1.24 at 0.05 and 1.48 at 0.01; the border lies at $\theta=0.009$. Between 700 and 850 K the minimum order rises from 1.08 to 1.13, so temperature matters little in this range.

\section{Spin weakens the pairing}

An isolated dangling bond holds one unpaired electron with two spin states. A singly occupied dimer thus has four states, two sites times two spins. A full dimer has one. The empty dimer has its bonded singlet at $-\varepsilon$ and, in the model of (\ref{hub}), three triplet states at zero energy; its ionic states, at $U$ and above, are negligible here. The weights are
\begin{equation}
e^{\varepsilon/k_BT}+3,\qquad 4z,\qquad z^2 .
\end{equation}
Substituting $z=2z'$ and dividing all weights by 4 restores the form (\ref{xi}), with
\begin{equation}
q=\frac{4}{e^{\varepsilon/k_BT}+3}.
\label{spin}
\end{equation}
Equation (\ref{main}) remains valid with this $q$. At $\varepsilon=0$ it still gives $q=1$: spin alone does not bias independent sites.

For $\varepsilon=0.30$ eV at 780 K, $q$ rises to 0.045. The corresponding pairing free energy is
\begin{equation}
G=-k_BT\ln q=0.21\ \mathrm{eV}.
\end{equation}
The order becomes 1.21 at half coverage and 1.34 at $\theta=0.1$, and the border moves to $\theta=0.036$. Within the lattice gas, an order measured at one temperature and a known coverage fixes $q$, hence $G$. Obtaining $\varepsilon$ from it also requires the number of spin states, as in (\ref{spin}). If 0.30 eV is the pairing free energy at 780 K, the plain numbers for that temperature apply; if it is a bond energy, the numbers with spin are the better ones.

\section{Hopping makes the arrangement respond}

Energy and entropy set the populations only if atoms can change partners. Suppose they could not hop. The number of singly occupied dimers would then stay at its initial value $p_1^{(0)}$, and
\begin{equation}
R=k_d\left(\theta-\tfrac12p_1^{(0)}\right),\qquad
n_{\mathrm{frozen}}=\frac{\theta}{\theta-\frac12p_1^{(0)}} ,
\end{equation}
where $n_{\mathrm{frozen}}$ describes the slope during the run. A fully paired start gives first order with no pairing energy at all. A random start at $\theta=0.9$ has $p_1^{(0)}=2(0.9)(0.1)=0.18$ and strands a coverage of 0.09 that cannot desorb.

For mobile atoms, take rough rate parameters typical of this surface: a desorption barrier of 2.5 eV with prefactor $10^{15}$ s$^{-1}$, and a barrier of 1.7 eV with prefactor $10^{13}$ s$^{-1}$ for hops along a dimer row. At 780 K,
\begin{align}
k_d&=10^{15}e^{-2.5/0.0672}\ \mathrm{s^{-1}}=0.070\ \mathrm{s^{-1}},\\
k_h&=10^{13}e^{-1.7/0.0672}\ \mathrm{s^{-1}}=104\ \mathrm{s^{-1}} .
\end{align}
(The exponentials use the unrounded $k_BT$.) Breaking a pair next to an empty dimer costs $\varepsilon$. Let $k_h$ be the total rate of one atom, $k_h/2$ into the free site on each side, and let a hop that joins two single atoms keep this rate. Detailed balance then lowers the reverse hop of each atom by the factor $q$. A full dimer has two atoms that can leave, so it breaks towards an empty neighbour at the rate $qk_h=1.2$ s$^{-1}$. Even this is 17 times $k_d$.

Rates of this size do not by themselves prove equilibrium on a row, where atoms must find each other in one dimension. A stochastic simulation addresses this point. It follows 24\,000 dimers on a closed row, started from random filling at $\theta=0.9$. Atoms hop to neighbouring dimers with probabilities set by the rates above, the two sides of a dimer being treated as equally likely, and full dimers desorb with rate constant $k_d$. The bonds are updated in strict alternation, which lets a lone atom spread about 1.7 times faster than $k_h$ alone implies. A straight-line fit of $\ln p_2$ against $\ln\theta$ between coverages 0.6 and 0.2 gives an order of 1.115. The equilibrium populations, fitted in the same way, also give 1.115. With $\varepsilon=0$ and the same values of $k_h$ and $k_d$, the simulation gives 2.005 and equilibrium 2.000. With randomly ordered updates, which avoid the faster spreading, $p_2$ at 780 K stays within about 1\% of its equilibrium value from $\theta=0.2$ down to 0.03 and falls 3 to 4\% below it near 0.02. For these rates and coverages the finite hopping speed is thus a small correction, and the pairing energy is what lowers the order.

\section{The desorption path}

The largest uncertainty lies in (\ref{rate}). Suppose that desorption requires a configuration with $m$ atoms in total on $d$ neighbouring dimers. For independent dimers its probability is proportional to $z^m/\Xi^d$, so its logarithmic slope in $z$ is $m-2d\theta$. From (\ref{logs}) and the definition of $n$, $d\ln\theta/d\ln z=2(1-\theta)/n$. The order for this path is therefore
\begin{equation}
n_{m,d}=n\,\frac{m-2d\theta}{2(1-\theta)} ,
\label{path}
\end{equation}
with $n$ from (\ref{main}). For $m=2$, $d=1$ it reduces to $n$.

Take first two atoms on two neighbouring dimers, one on each. At $\theta=0.1$ the order is 1.05, again near one. The mass action law shows why: the rate is proportional to $p_1^2=4qp_0p_2$, so its order is the sum of the logarithmic slopes of $p_2$ and $p_0$, here $1.18$ and $-0.13$. This order has no plateau near one; it falls from 1.18 at $\theta=0.05$ to 0.85 at $\theta=0.2$. Near $\theta=0.1$, an order close to one therefore does not by itself show whether the two atoms came from one dimer or from two. At half coverage the same path has order zero, because adding atoms fills singly occupied dimers as fast as it creates them.

With four atoms on two dimers, (\ref{path}) gives $2n$. This is 2.35 at $\theta=0.1$ and 2.21 at half coverage. Pairing within dimers then brings the order down from four to about two, not to one. Three atoms on two dimers give 1.70 and 1.11. If several paths run together, $R=\sum_jR_j$ and
\begin{equation}
n_{\mathrm{tot}}=\sum_j\frac{R_j}{R}\,n_j ,
\end{equation}
so the observed order depends on their shares of the rate.

\section{Attraction between full dimers}

Full dimers may also attract each other along a row. Give each pair of full neighbours an energy $-w$. The populations then follow from the largest eigenvalue of a $3\times3$ transfer matrix and its eigenvector, evaluated numerically. The order also depends on what the transition state feels.

If the transition state feels the same attraction as the full dimer, the barrier is unchanged and $R\propto p_2$. If it feels none, it interacts with its neighbours as an empty dimer does, and its weight relative to an empty dimer is proportional to $z^2$. Then $R\propto z^2p_0$. For $w=0$ the two laws agree, since $p_2=qz^2p_0$.

A trial value $w=0.03$ eV, at 780 K and without spin, gives 1.18 and 1.10 in the two limits at $\theta=0.1$. At half coverage it gives 1.10 and 0.70. An attraction a little under half of $k_BT$ can thus push the order below one if the transition state does not share it.

\section{Weighing the contributions}

The half-coverage orders at 780 K can be set side by side. Each row after the second changes one ingredient of the second.

\begin{center}
\begin{tabular}{lc}
\hline
Model & $n$ at $\theta=0.5$\\
\hline
No pairing energy & 2.00\\
Pairing, $\varepsilon=0.30$ eV & 1.11\\
Spin included & 1.21\\
Attraction, shared / not shared & 1.10 / 0.70\\
Two atoms on two dimers & 0.00\\
Four atoms on two dimers & 2.21\\
\hline
\end{tabular}
\end{center}

Pairing accounts for the fall from two to near one. Spin is a correction of 0.1, while the choice of path can change the order by more than one.

\subsection{What a heating experiment would show}

When the surface is heated at a rate $b$, the coverage obeys $d\theta/dT=-R/b$. For $R=k_d\theta^n$ with constant $n$ and barrier $E$, the maximum of $R$ satisfies
\begin{equation}
\frac{E}{k_BT^2}=\frac{n\,k_d\,\theta^{n-1}}{b}.
\end{equation}
For $n=1$ the coverage drops out, and the peak does not move with the initial coverage $\theta_i$. For $n=2$, integration gives $1/\theta=1/\theta_i+K$, where $K=\int k_d\,dT/b\simeq k_dk_BT^2/(Eb)$ for $E\gg k_BT$. The peak condition becomes $2K\theta=1$, hence $K=1/\theta_i$. Lowering $\theta_i$ from 0.8 to 0.1 requires $K$ to grow eightfold, which shifts the peak by about
\begin{equation}
\Delta T\simeq\frac{k_BT^2}{E}\ln8=\frac{0.0672\times780}{2.5}\times2.08\ \mathrm{K}\simeq44\ \mathrm{K}.
\end{equation}

Numerical integration with the populations of the lattice gas, at $b=2$ K/s and the same two initial coverages, gives a shift of 45 K without pairing, from 790 to 834 K. Plain pairing reduces it to 4 K, from 787 to 791 K, and pairing with spin to 9 K, from 787 to 796 K. Small shifts remain because the order exceeds one at every coverage; below half coverage it rises as the layer empties.

Pairing also raises the rate itself. At 780 K and half coverage, the dimer density $1/a^2$ with $a=0.543$ nm is $3.39\times10^{14}$ cm$^{-2}$, and the H$_2$ flux is
\begin{equation}
0.0703\times0.4515\times3.39\times10^{14}\simeq1.1\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}} .
\end{equation}
With the same $k_d$, random filling would give only $0.25/0.4515=0.55$ times this flux.

\subsection{The model beside the real surface}

The barriers, the prefactors and $\varepsilon$ are rough values in the range usual for Si(001); $t$, $U$ and $w$ are trial values. The assumption that the real surface breaks most seriously is the single-dimer path, since recombination across two neighbouring dimers is an established process there. At half coverage and without spin, the paths considered here give model orders from 0 to 2.2, depending on which configuration dominates. Steps, defects, readsorption and dihydride units are also absent, and the last of these excludes coverages above one. Within the model, pairing therefore gives near first-order desorption from full dimers at intermediate coverage, provided that hopping is fast. For paths over two dimers, the same populations must be combined with the rate of each path.
